# Half-bias rejection of a selector in series with a memory cell: a program that tests the result

```python
# Result under test: a selector I = I0 sinh(Vs/V0) in series with an ohmic
# cell R has half-bias rejection N = I(V)/I(V/2). It equals 2 cosh(V/2V0)
# for R = 0, falls strictly with R at fixed V, and tends to 2 from above.
# Reduced symbols: v = V/V0, i = I/I0, r = R*I0/V0, s = Vs/V0.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

V_READ, V0, I0 = 2.0, 0.2, 1e-9             # volt, volt, ampere
R_LOW, R_HIGH = 1e4, 1e6                   # ohm
T_ROOM, T_HOT = 300.0, 358.0               # kelvin
THICKNESS, WIDTH, PITCH = 10e-9, 40e-9, 80e-9   # metre
E_ACT = 0.4                                # eV, hopping activation energy
RHO_TIN, N_LINE = 1e-6, 64                  # ohm metre, cells on a line
R_THERMAL = 1e6                            # kelvin per watt
V_CELL = 0.5                               # volt, cell nonlinearity scale
F_BREAK = 4.0                              # MV/cm
BARRIER, MASS = 1.0, 0.3                   # eV, electron masses


def selector_drop(v, r):
    """Newton solution of s + r sinh(s) = v, started above the root."""
    v = np.asarray(v, dtype=float)
    s = np.minimum(v, np.arcsinh(v / np.maximum(r, 1e-250)))
    for _ in range(60):
        s = s - (s + r*np.sinh(s) - v) / (1 + r*np.cosh(s))
    return s


def reduced_current(v, r):
    return np.sinh(selector_drop(v, r))


def rejection(v, r):
    return reduced_current(v, r) / reduced_current(v/2, r)


def current(bias, resistance, i0=I0, v0=V0):
    return i0 * reduced_current(bias/v0, resistance*i0/v0)


def log_slope(v, r):
    i = reduced_current(v, r)
    return v / (i * (r + 1/np.sqrt(1 + i*i)))


v = V_READ / V0
r_low, r_high = R_LOW*I0/V0, R_HIGH*I0/V0

# Kirchhoff's law solved separately in the current variable.
for vt in (1.0, 5.0, 10.0):
    for rt in (1e-5, 5e-3, 1.0, 50.0):
        root = brentq(lambda i: np.arcsinh(i) + rt*i - vt,
                      0, 1.01*np.sinh(vt), xtol=1e-13)
        assert abs(root/reduced_current(vt, rt) - 1) < 1e-8

# Isolated selector, floor at two, and monotonic fall.
assert abs(rejection(v, 0.0)/(2*np.cosh(v/2)) - 1) < 1e-12
r_grid = np.logspace(-6, 2, 161)
for vt in (1.0, 3.0, 10.0, 20.0):
    values = rejection(vt, r_grid)
    assert np.all(np.diff(values) < 0) and np.all(values > 2)

# Initial slope and large-resistance correction.
h = 1e-9
slope_numeric = np.log(rejection(v, h)/rejection(v, 0.0))/h
slope_formula = -(np.cosh(v) - np.cosh(v/2))
assert abs(slope_numeric/slope_formula - 1) < 1e-4
r_big = 300.0
excess = rejection(v, r_big)/2 - 1
assert abs(excess/(v*v/(8*(1 + r_big)**3)) - 1) < 2e-3


def lambert_rejection(vt, rt):
    return float((lambertw(rt*np.exp(vt)/2)
                  / lambertw(rt*np.exp(vt/2)/2)).real)


# Lambert form: good at large reduced current, wrong in the ohmic limit.
assert abs(lambert_rejection(v, r_high)/rejection(v, r_high) - 1) < 1e-3
assert lambert_rejection(v, 50.0) < 2 < rejection(v, 50.0)

# Very large voltage also brings rejection toward two.
v_big = 1e5
tail = 2*np.log(v_big/(2*r_high))/v_big
assert abs((rejection(v_big, r_high) - 2)/tail - 1) < 1e-2

# The best voltage has equal logarithmic slopes at full and half bias.
peaks = []
for rt in (r_low, r_high):
    best = minimize_scalar(lambda x: -float(rejection(x, rt)),
                           bounds=(2, 40), method="bounded",
                           options={"xatol": 1e-8})
    balance = brentq(lambda x: float(log_slope(x, rt)
                                     - log_slope(x/2, rt)), 2, 60)
    assert abs(best.x/balance - 1) < 1e-3
    peaks.append((balance*V0, float(rejection(balance, rt))))

# Holding the full-select current fixed does not remove the fall.
i_fixed = np.sinh(v)
v_fixed = np.arcsinh(i_fixed) + r_grid*i_fixed
n_fixed = i_fixed/reduced_current(v_fixed/2, r_grid)
assert np.all(np.diff(n_fixed) < 0) and np.all(n_fixed > 2)
assert n_fixed[-1] - 2 < 1e-3
R_MID = 1e5
v_restore = v + R_MID*I0/V0*i_fixed
n_restore = float(rejection(v_restore, R_MID*I0/V0))
assert n_restore < rejection(v, R_MID*I0/V0)

# Unequal voltage sharing and unequal cell states.
s_full = float(selector_drop(v, r_high))
s_half = float(selector_drop(v/2, r_high))
assert 1 - s_full/v > 1 - s_half/(v/2)
factor_bias = 2*np.cosh(s_full/2)
factor_share = np.sinh(s_full/2)/np.sinh(s_half)
assert abs(factor_bias*factor_share/rejection(v, r_high) - 1) < 1e-10
half_low = float(current(V_READ/2, R_LOW))
mixed = float(current(V_READ, R_HIGH))/half_low
mixed_extreme = float(current(V_READ, 1e8))/half_low
assert mixed_extreme < 1

# Line drops: selected cell at the far end of both selected lines.
r_segment = RHO_TIN*PITCH/WIDTH**2
index = np.arange(1, N_LINE + 1)
transfer = r_segment*np.minimum.outer(index, index)
cells = np.full(N_LINE, half_low)
cells[-1] = current(V_READ, R_LOW)
for _ in range(200):
    drop = transfer @ cells
    bias = V_READ/2 - drop
    bias[-1] = V_READ - 2*drop[-1]
    updated = current(bias, R_LOW)
    change = np.max(np.abs(updated/cells - 1))
    cells = 0.5*(cells + updated)
assert change < 1e-10
n_line = cells[-1]/cells[0]

# Temperature of use and self-heating for thermally activated hopping.
kt_room = const.k*T_ROOM/const.e
hop_length = 2*kt_room*THICKNESS/V0


def selector_at(temperature):
    shift = E_ACT*const.e/const.k*(1/T_ROOM - 1/temperature)
    return I0*np.exp(shift), V0*temperature/T_ROOM


hot = selector_at(T_HOT)
n_hot_isolated = 2*np.cosh(V_READ/(2*hot[1]))
n_hot = [float(current(V_READ, R, *hot)/current(V_READ/2, R, *hot))
         for R in (R_LOW, R_HIGH)]
temperature = T_ROOM
for _ in range(200):
    i_heated = float(current(V_READ, R_LOW, *selector_at(temperature)))
    new_temperature = T_ROOM + R_THERMAL*V_READ*i_heated
    residual = abs(new_temperature - temperature)
    temperature = new_temperature
assert residual < 1e-8
n_heated = i_heated/half_low
barrier_left = E_ACT - kt_room*v
assert barrier_left > 0


# A superlinear cell with the same small-signal resistance R_HIGH.
def nonlinear_cell_current(vt):
    scale = V_CELL/V0
    return brentq(lambda i: np.arcsinh(i)
                  + scale*np.arcsinh(r_high*i/scale) - vt, 0, np.sinh(vt))


n_nonlinear = nonlinear_cell_current(v)/nonlinear_cell_current(v/2)

# Field and Fowler-Nordheim current at the full isolated-selector bias.
field = V_READ/THICKNESS
phi = BARRIER*const.e
fn_exponent = (8*np.pi*np.sqrt(2*MASS*const.m_e)*phi**1.5
               / (3*const.e*const.h*field))
fn_density = (const.e**3*field**2/(8*np.pi*const.h*MASS*phi)
              * np.exp(-fn_exponent))
fn_current = fn_density*WIDTH**2

r_near_two = brentq(lambda x: float(rejection(v, x)) - 2.1, 0.1, 100)

print(f"Inputs: V = {V_READ:.1f} V, V0 = {V0:.1f} V, I0 = {I0*1e9:.1f} nA")
print(f"Reduced voltage V/V0 = {v:.1f} (no unit)")
print(f"Cell resistances: low {R_LOW/1e6:.2f}, high {R_HIGH/1e6:.2f} Mohm")
print(f"Reduced resistances: low {r_low:.1e}, high {r_high:.1e} (no unit)")
print(f"Isolated rejection = {rejection(v, 0.0):.2f} (no unit)")
print("R (Mohm) | I full (nA) | I half (nA) | rejection (no unit)")
for R in (0, 1e4, 1e5, 1e6, 1e7, 1e8, 1e9, 1e10):
    a, b = float(current(V_READ, R)), float(current(V_READ/2, R))
    print(f"{R/1e6:9.2f} | {a*1e9:10.4f} | {b*1e9:9.4f} | {a/b:.5f}")
print(f"Onset resistance = {-V0/I0/slope_formula/1e6:.4f} Mohm")
print(f"Selector zero-bias resistance = {V0/I0/1e6:.1f} Mohm")
print(f"Resistance for rejection 2.1 = {r_near_two*V0/I0/1e6:.0f} Mohm")
print(f"Lambert rejection, 1 Mohm = {lambert_rejection(v, r_high):.3f}")
print(f"Lambert rejection, 10000 Mohm = {lambert_rejection(v, 50.0):.3f}")
print(f"Selector voltage, high R: full {s_full*V0:.4f} V,"
      f" half {s_half*V0:.4f} V")
print(f"Cell voltage, high R: full {(v-s_full)*V0:.4f} V,"
      f" half {(v/2-s_half)*V0:.4f} V")
print(f"High R factors: bias {factor_bias:.3f}, sharing {factor_share:.4f}")
for name, peak in zip(("low R", "high R"), peaks):
    print(f"Best voltage, {name} = {peak[0]:.3f} V, rejection {peak[1]:.2f}")
print(f"Restore isolated current at {R_MID/1e6:.1f} Mohm:"
      f" V = {v_restore*V0:.3f} V, rejection {n_restore:.2f}")
print(f"Mixed ratio, selected 1 Mohm / half 0.01 Mohm = {mixed:.3f}")
print(f"Mixed ratio, selected 100 Mohm / half 0.01 Mohm"
      f" = {mixed_extreme:.3f}")
print(f"TiN line: rough resistivity {RHO_TIN*1e8:.0f} uohm cm,"
      f" width and height {WIDTH*1e9:.0f} nm")
print(f"Line pitch {PITCH*1e9:.0f} nm, {N_LINE} cells,"
      f" segment {r_segment:.1f} ohm")
print(f"Low R with lines: total drop {2*drop[-1]*1e3:.1f} mV,"
      f" I full {cells[-1]*1e9:.1f} nA")
print(f"Low R with lines: far selected / near half = {n_line:.2f}")
print(f"Hopping: thickness {THICKNESS*1e9:.0f} nm,"
      f" hop length {hop_length*1e9:.3f} nm")
print(f"Activation energy {E_ACT:.2f} eV,"
      f" barrier left at full bias {barrier_left:.3f} eV")
print(f"At {T_HOT:.0f} K: I0 = {hot[0]*1e9:.2f} nA, V0 = {hot[1]:.4f} V")
print(f"At {T_HOT:.0f} K rejection: isolated {n_hot_isolated:.2f},"
      f" low R {n_hot[0]:.2f}, high R {n_hot[1]:.2f}")
print(f"Self-heating, low R: thermal resistance {R_THERMAL:.1e} K/W,"
      f" rise {temperature-T_ROOM:.1f} K")
print(f"Heated selected / {T_ROOM:.0f} K half, low R = {n_heated:.2f}")
print(f"Superlinear high-R cell: scale {V_CELL:.1f} V,"
      f" rejection {n_nonlinear:.2f}")
print(f"Selector field at 2 V = {field/1e8:.2f} MV/cm,"
      f" rough breakdown {F_BREAK:.1f} MV/cm")
print(f"Tunnelling inputs: barrier {BARRIER:.1f} eV, mass {MASS:.1f} m_e")
print(f"Fowler-Nordheim current at 2 V = {fn_current*1e9:.2e} nA")
print("OK")
```

Output:

```
Inputs: V = 2.0 V, V0 = 0.2 V, I0 = 1.0 nA
Reduced voltage V/V0 = 10.0 (no unit)
Cell resistances: low 0.01, high 1.00 Mohm
Reduced resistances: low 5.0e-05, high 5.0e-03 (no unit)
Isolated rejection = 148.42 (no unit)
R (Mohm) | I full (nA) | I half (nA) | rejection (no unit)
     0.00 | 11013.2329 |   74.2032 | 148.41990
     0.01 |  7550.2739 |   73.9294 | 102.12816
     0.10 |  2764.4858 |   71.5937 | 38.61353
     1.00 |   586.5268 |   56.0622 | 10.46207
    10.00 |    95.0487 |   23.2240 | 4.09269
   100.00 |    13.4178 |    5.2714 | 2.54541
  1000.00 |     1.7362 |    0.8463 | 2.05148
 10000.00 |     0.1961 |    0.0980 | 2.00018
Onset resistance = 0.0183 Mohm
Selector zero-bias resistance = 200.0 Mohm
Resistance for rejection 2.1 = 640 Mohm
Lambert rejection, 1 Mohm = 10.461
Lambert rejection, 10000 Mohm = 1.702
Selector voltage, high R: full 1.4135 V, half 0.9439 V
Cell voltage, high R: full 0.5865 V, half 0.0561 V
High R factors: bias 34.279, sharing 0.3052
Best voltage, low R = 2.326 V, rejection 122.31
Best voltage, high R = 1.466 V, rejection 13.18
Restore isolated current at 0.1 Mohm: V = 3.101 V, rejection 14.01
Mixed ratio, selected 1 Mohm / half 0.01 Mohm = 7.934
Mixed ratio, selected 100 Mohm / half 0.01 Mohm = 0.181
TiN line: rough resistivity 100 uohm cm, width and height 40 nm
Line pitch 80 nm, 64 cells, segment 50.0 ohm
Low R with lines: total drop 53.2 mV, I full 6192.8 nA
Low R with lines: far selected / near half = 83.99
Hopping: thickness 10 nm, hop length 2.585 nm
Activation energy 0.40 eV, barrier left at full bias 0.141 eV
At 358 K: I0 = 12.26 nA, V0 = 0.2387 V
At 358 K rejection: isolated 66.03, low R 36.52, high R 4.46
Self-heating, low R: thermal resistance 1.0e+06 K/W, rise 19.5 K
Heated selected / 300 K half, low R = 131.66
Superlinear high-R cell: scale 0.5 V, rejection 12.12
Selector field at 2 V = 2.00 MV/cm, rough breakdown 4.0 MV/cm
Tunnelling inputs: barrier 1.0 eV, mass 0.3 m_e
Fowler-Nordheim current at 2 V = 2.47e-03 nA
OK
```
